# Linearized CCD as CEPA(0), its energy functional and its poles, part 1

(Sections cited here and not found follow in the later parts.)

For H$_2$ in the cc-pVDZ basis with a symmetry-adapted RHF reference, the linearized coupled-cluster doubles (LCCD) correlation energy is $-859.2\ E_h$ at a bond length 0.005 bohr below a critical length $R_0\approx8.0523$ bohr and $+862.9\ E_h$ at 0.005 bohr above it ($R_0$ is located in section 8). Over the same 0.01 bohr the full CI correlation energy moves from $-0.22314$ to $-0.22327\ E_h$. Both LCCD numbers are correct solutions of the LCCD equations, obtained by a direct linear solve. They arise because the LCCD energy is $-\mathbf b\cdot\mathbf A^{-1}\mathbf b$, where $\mathbf A$ is the doubles block of $H-E_{\rm ref}$, and the lowest eigenvalue of $\mathbf A$ passes from $+4.6\times10^{-5}$ to $-4.6\times10^{-5}\ E_h$ between the two geometries.

## 1. Conventions

Hartree atomic units are used. Spin orbitals are orthonormal and real. The reference $\Phi_0$ is a single normalized determinant. It need not be a Hartree–Fock determinant unless this is said. Indices $i,j,k,l,m$ label spin orbitals occupied in $\Phi_0$; $a,b,c,d,e$ label empty (virtual) ones; $p,q,r,s$ label either kind. The Hamiltonian is

$$H=\sum_{pq}h_{pq}\,a_p^\dagger a_q+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,a_p^\dagger a_q^\dagger a_s a_r , \tag{1}$$

plus the constant nuclear repulsion. Here $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, and $\langle pq|rs\rangle=(pr|qs)$ in charge-cloud notation. The antisymmetrized integral changes sign under $p\leftrightarrow q$ and under $r\leftrightarrow s$, and for real orbitals $\langle pq\|rs\rangle=\langle rs\|pq\rangle$. The reference energy is $E_{\rm ref}=\langle\Phi_0|H|\Phi_0\rangle$, and a correlation energy $E_c$ is always measured from it.

A compound index $\mu=(i<j,\ a<b)$ labels the unique double excitations,

$$\tau_\mu=a_a^\dagger a_b^\dagger a_j a_i,\qquad \Phi_\mu=\tau_\mu\Phi_0 .$$

Each $\Phi_\mu$ is a determinant up to sign, so the $\Phi_\mu$ are orthonormal and orthogonal to $\Phi_0$. The cluster operator is

$$T=\sum_\mu t_\mu\tau_\mu=\tfrac14\sum_{ijab}t_{ij}^{ab}\,a_a^\dagger a_b^\dagger a_j a_i ,$$

where the unrestricted form uses an array antisymmetric in $ij$ and in $ab$. Each unique $\mu$ then occurs four times with the same sign, which the factor $\tfrac14$ removes. A dot product such as $\mathbf b\cdot\mathbf t$ runs over unique $\mu$ and equals $\tfrac14$ of the unrestricted sum.

Two objects carry the whole theory:

$$b_\mu=\langle\Phi_\mu|H|\Phi_0\rangle,\qquad A_{\mu\nu}=\langle\Phi_\mu|H|\Phi_\nu\rangle-E_{\rm ref}\,\delta_{\mu\nu}. \tag{2}$$

$\mathbf A$ is real and symmetric. Its eigenvalues are $\lambda_1\le\lambda_2\le\dots$ with orthonormal eigenvectors $\mathbf u_k$, and $w_k=\mathbf u_k\cdot\mathbf b$ is the coupling of eigenvector $k$ to the reference. An eigenvector with $w_k\neq0$ is called coupled.

The rank of a determinant is the number of its electrons in virtual orbitals. $\Phi_0$ has rank 0 and $\Phi_\mu$ rank 2. Every term of $T$ raises the rank by exactly 2. A term of $H$ replaces at most two spin orbitals, so it changes the rank by at most 2 in either direction. Determinants of different rank are orthogonal.

## 2. The CCD equations as an exact quadratic in $\mathbf t$

CCD takes $e^T\Phi_0$ as the wave function and determines amplitudes and energy from

$$R_\mu(\mathbf t)=\langle\Phi_\mu|e^{-T}He^{T}|\Phi_0\rangle=0,\qquad E=\langle\Phi_0|e^{-T}He^{T}|\Phi_0\rangle . \tag{3}$$

Both are evaluated by counting rank, first on the bra side. For any determinant $X$, $\langle\Phi_0|T|X\rangle$ would need $X$ to have rank $-2$, so $\langle\Phi_0|T=0$ and $\langle\Phi_0|e^{-T}=\langle\Phi_0|$. For a doubles bra, $\langle\Phi_\mu|T|X\rangle$ needs $X$ of rank 0, so $X=\Phi_0$, and $\langle\Phi_\mu|T|\Phi_0\rangle=t_\mu$. Hence $\langle\Phi_\mu|T=t_\mu\langle\Phi_0|$, and $\langle\Phi_\mu|T^2=t_\mu\langle\Phi_0|T=0$. The exponential stops after one term:

$$\langle\Phi_\mu|e^{-T}=\langle\Phi_\mu|-t_\mu\langle\Phi_0| . \tag{4}$$

On the ket side $T^n\Phi_0$ has rank $2n$. The bra $\langle\Phi_0|H$ reaches rank 2 at most, so only $n=0,1$ survive:

$$E=\langle\Phi_0|H(1+T)|\Phi_0\rangle=E_{\rm ref}+\sum_\nu t_\nu\langle\Phi_0|H|\Phi_\nu\rangle=E_{\rm ref}+\mathbf b\cdot\mathbf t . \tag{5}$$

The last step uses the reality and symmetry of $H$. The bra $\langle\Phi_\mu|H$ reaches rank 4 at most, so $n=0,1,2$ survive:

$$\langle\Phi_\mu|He^T|\Phi_0\rangle=b_\mu+\sum_\nu\left(A_{\mu\nu}+E_{\rm ref}\delta_{\mu\nu}\right)t_\nu+q_\mu,\qquad q_\mu=\tfrac12\langle\Phi_\mu|HT^2|\Phi_0\rangle . \tag{6}$$

Inserting (4) into (3) and using (5) and (6),

$$R_\mu=b_\mu+(\mathbf{At})_\mu+E_{\rm ref}t_\mu+q_\mu-t_\mu\left(E_{\rm ref}+\mathbf b\cdot\mathbf t\right).$$

The two terms $E_{\rm ref}t_\mu$ cancel, which leaves

$$\mathbf R=\mathbf b+\mathbf{At}+\mathbf Q,\qquad Q_\mu=q_\mu-(\mathbf b\cdot\mathbf t)\,t_\mu . \tag{7}$$

This is exact. $\mathbf b$ is of order zero in the amplitudes, $\mathbf{At}$ of order one and $\mathbf Q$ homogeneous of order two, and nothing of higher order exists.

LCCD is defined by expanding $e^{-T}He^T=H+[H,T]+\tfrac12[[H,T],T]+\dots$ and keeping the first two terms in the amplitude equation. The $n$-fold commutator is homogeneous of order $n$ in $\mathbf t$, so comparison with (7) order by order identifies $\langle\Phi_\mu|[H,T]|\Phi_0\rangle=(\mathbf{At})_\mu$. Directly, $\langle\Phi_\mu|HT|\Phi_0\rangle=(\mathbf{At})_\mu+E_{\rm ref}t_\mu$ and $\langle\Phi_\mu|TH|\Phi_0\rangle=t_\mu\langle\Phi_0|H|\Phi_0\rangle=t_\mu E_{\rm ref}$, and their difference is the same. The energy (5) is already linear and is not approximated. LCCD is therefore

$$\mathbf{At}=-\mathbf b,\qquad E_c=\mathbf b\cdot\mathbf t=-\mathbf b\cdot\mathbf A^{-1}\mathbf b , \tag{8}$$

the last form holding when $\mathbf A$ is invertible.

Brillouin's theorem was not used. The singles contained in $H\Phi_0$ are carried by $T$ to rank 3 and never reach the doubles. This is special to the doubles-only theory. With a singles operator $T_1$ in the cluster operator, the term $\langle\Phi_\mu|T_1H|\Phi_0\rangle$ picks up the singles of $H\Phi_0$ and vanishes only for a Hartree–Fock reference. Singles are not treated further here.

Equation (8) refers only to $\Phi_0$ and to the linear space spanned by the $\Phi_\mu$. An orthogonal rotation among the occupied orbitals leaves $\Phi_0$ unchanged up to sign. Together with a rotation among the virtual orbitals it maps rank-2 determinants onto combinations of rank-2 determinants, so it only changes the orthonormal basis of the doubles space: $\mathbf b\to\mathbf O\mathbf b$ (up to that sign), $\mathbf A\to\mathbf O\mathbf A\mathbf O^{\rm T}$. The LCCD energy, the $\lambda_k$ and the $w_k^2$ summed over each degenerate set are therefore the same in canonical and in localized orbitals.

## 3. The working equation in orbital form

An implementation forms $\mathbf b+\mathbf{At}$ from integrals. The Hamiltonian is first put in normal order with respect to $\Phi_0$. The operators that annihilate $\Phi_0$ are $a_a$ and $a_i^\dagger$. Braces $\{\cdots\}$ mean that these are moved to the right, with a factor $-1$ for each interchange. In the strings of (1) all creators stand to the left of all annihilators, so the only contraction is $\langle\Phi_0|a_p^\dagger a_q|\Phi_0\rangle=n_p\delta_{pq}$, with $n_p=1$ for occupied and 0 for virtual orbitals. Wick's theorem gives $a_p^\dagger a_q=\{a_p^\dagger a_q\}+n_p\delta_{pq}$ and

$$a_p^\dagger a_q^\dagger a_sa_r=\{a_p^\dagger a_q^\dagger a_sa_r\}+n_q\delta_{qs}\{a_p^\dagger a_r\}-n_q\delta_{qr}\{a_p^\dagger a_s\}-n_p\delta_{ps}\{a_q^\dagger a_r\}+n_p\delta_{pr}\{a_q^\dagger a_s\}+n_pn_q(\delta_{pr}\delta_{qs}-\delta_{ps}\delta_{qr}).$$

The signs count the interchanges needed to make the contracted pair adjacent: none for $q,s$; one for $q,r$; one for $p,s$; two for $p,r$. After multiplication by $\tfrac14\langle pq\|rs\rangle$ and summation, the first singly contracted term is $\tfrac14\sum_{pr}\sum_k\langle pk\|rk\rangle\{a_p^\dagger a_r\}$. The second has $-\langle pk\|ks\rangle=+\langle pk\|sk\rangle$, the third $-\langle kq\|rk\rangle=+\langle qk\|rk\rangle$ and the fourth $\langle kq\|ks\rangle=\langle qk\|sk\rangle$, so all four are equal. The constants add up to $E_{\rm ref}$, because a normal-ordered string has zero expectation value in $\Phi_0$. Thus

$$H-E_{\rm ref}=\sum_{pq}f_{pq}\{a_p^\dagger a_q\}+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{a_p^\dagger a_q^\dagger a_sa_r\},\qquad f_{pq}=h_{pq}+\sum_k\langle pk\|qk\rangle . \tag{9}$$

$\mathbf A$ connects rank 2 with rank 2, so only strings with as many virtual creators as virtual annihilators contribute. There are five kinds:

$$F_v=\sum_{bc}f_{bc}\,a_b^\dagger a_c,\qquad F_o=-\sum_{kj}f_{kj}\,a_ja_k^\dagger,$$

$$V_{vv}=\tfrac14\sum\langle ab\|cd\rangle\,a_a^\dagger a_b^\dagger a_da_c,\qquad V_{oo}=\tfrac14\sum\langle kl\|ij\rangle\,a_ja_ia_k^\dagger a_l^\dagger,\qquad V_{ov}=\sum\langle kb\|cj\rangle\,a_b^\dagger a_ja_k^\dagger a_c .$$

In $F_o$ one interchange gives $\{a_k^\dagger a_j\}=-a_ja_k^\dagger$. In $V_{oo}$ a pair of operators moves past a pair, four interchanges, sign $+$. In $V_{ov}$ the creator indices can be $(k,b)$ or $(b,k)$ and the annihilator indices $(c,j)$ or $(j,c)$. Each swap changes the sign of the integral and of the string, so the four choices are equal and cancel the $\tfrac14$. In $\{a_k^\dagger a_b^\dagger a_ja_c\}$ the operator $a_k^\dagger$ moves past two others, sign $+$. The occupied–virtual elements $f_{ia}$ change the rank by one and do not appear.

One projection rule is needed. If $|Y\rangle=\sum_{ijab}y_{ij}^{ab}\,a_a^\dagger a_b^\dagger a_ja_i\Phi_0$ with an unrestricted sum and an arbitrary array $y$, four index orders produce the same determinant, with a minus sign for each swap, so

$$\langle\Phi_{ij}^{ab}|Y\rangle=y_{ij}^{ab}-y_{ji}^{ab}-y_{ij}^{ba}+y_{ji}^{ba}=P(ij)P(ab)\,y_{ij}^{ab}, \tag{10}$$

where $P(ij)x_{ij}=x_{ij}-x_{ji}$. If $y$ is already antisymmetric in a pair, the corresponding $P$ is a factor 2.

Let $|X\rangle=T\Phi_0$. Operators of occupied orbitals anticommute with operators of virtual orbitals, $a_c\Phi_0=0$ and $a_k^\dagger\Phi_0=0$. From $a_ca_d^\dagger a_e^\dagger=\delta_{cd}a_e^\dagger-\delta_{ce}a_d^\dagger+a_d^\dagger a_e^\dagger a_c$, whose last term dies on $a_ja_i\Phi_0$,

$$a_c|X\rangle=\tfrac14\sum_{ij}\Big(\sum_et_{ij}^{ce}a_e^\dagger-\sum_dt_{ij}^{dc}a_d^\dagger\Big)a_ja_i\Phi_0=\tfrac12\sum_{ije}t_{ij}^{ce}\,a_e^\dagger a_ja_i\Phi_0 , \tag{11}$$

because $t^{dc}=-t^{cd}$ makes the two sums equal. Likewise $a_k^\dagger$ passes $a_a^\dagger a_b^\dagger$ with sign $+$, and $a_k^\dagger a_ma_l\Phi_0=(\delta_{km}a_l-\delta_{kl}a_m)\Phi_0$, so

$$a_k^\dagger|X\rangle=\tfrac14\sum_{ab}a_a^\dagger a_b^\dagger\Big(\sum_lt_{lk}^{ab}a_l-\sum_mt_{km}^{ab}a_m\Big)\Phi_0=\tfrac12\sum_{lab}t_{lk}^{ab}\,a_a^\dagger a_b^\dagger a_l\Phi_0 . \tag{12}$$

The five terms follow.

$F_v$. By (11), with $e$ renamed $a$, $F_v|X\rangle=\tfrac12\sum f_{bc}t_{ij}^{ca}\,a_b^\dagger a_a^\dagger a_ja_i\Phi_0$. The two sign changes $a_b^\dagger a_a^\dagger=-a_a^\dagger a_b^\dagger$ and $t^{ca}=-t^{ac}$ cancel, so $y=\tfrac12\sum_cf_{bc}t_{ij}^{ac}$. It is antisymmetric in $ij$, and (10) gives $P(ab)\sum_cf_{bc}t_{ij}^{ac}$.

$F_o$. By (12), with $l$ renamed $i$ and $a_j$ moved past two creators, $y=-\tfrac12\sum_kf_{kj}t_{ik}^{ab}$. It is antisymmetric in $ab$, and (10) gives $-P(ij)\sum_kf_{kj}t_{ik}^{ab}$.

$V_{vv}$. Applying $a_d$ to (11) sets $e=d$: $a_da_c|X\rangle=\tfrac12\sum_{ij}t_{ij}^{cd}a_ja_i\Phi_0$. Then $y=\tfrac18\sum_{cd}\langle ab\|cd\rangle t_{ij}^{cd}$, antisymmetric in both pairs, and (10) multiplies by 4 to give $\tfrac12\sum_{cd}\langle ab\|cd\rangle t_{ij}^{cd}$.

$V_{oo}$. Equation (12) for $a_l^\dagger$ reads $\tfrac12\sum t_{ml}^{ab}a_a^\dagger a_b^\dagger a_m\Phi_0$. Applying $a_k^\dagger$ sets $m=k$ with sign $+$: $a_k^\dagger a_l^\dagger|X\rangle=\tfrac12\sum_{ab}t_{kl}^{ab}a_a^\dagger a_b^\dagger\Phi_0$. The pair $a_ja_i$ commutes with the pair $a_a^\dagger a_b^\dagger$, so $y=\tfrac18\sum_{kl}\langle kl\|ij\rangle t_{kl}^{ab}$, which gives $\tfrac12\sum_{kl}\langle kl\|ij\rangle t_{kl}^{ab}$.

$V_{ov}$. Write (11) as $\tfrac12\sum t_{lm}^{ca}a_a^\dagger a_ma_l\Phi_0$. Now $a_k^\dagger$ passes one creator, sign $-$:

$$a_k^\dagger a_c|X\rangle=-\tfrac12\sum_aa_a^\dagger\Big(\sum_lt_{lk}^{ca}a_l-\sum_mt_{km}^{ca}a_m\Big)\Phi_0=-\sum_{ia}t_{ik}^{ca}a_a^\dagger a_i\Phi_0=\sum_{ia}t_{ik}^{ac}a_a^\dagger a_i\Phi_0 .$$

The remaining string is $a_b^\dagger a_ja_a^\dagger a_i=-a_b^\dagger a_a^\dagger a_ja_i=a_a^\dagger a_b^\dagger a_ja_i$, so $y=\sum_{kc}\langle kb\|cj\rangle t_{ik}^{ac}$, with no antisymmetry, and both permutation operators remain.

For $\mathbf b$, the only part of (9) that raises the rank by 2 is $\tfrac14\sum\langle ab\|ij\rangle a_a^\dagger a_b^\dagger a_ja_i$, and (10) gives $b_{ij}^{ab}=\langle ab\|ij\rangle$. Collecting terms, the LCCD residual $\mathbf r=\mathbf b+\mathbf{At}$ is

$$r_{ij}^{ab}=\langle ab\|ij\rangle+P(ab)\sum_cf_{bc}t_{ij}^{ac}-P(ij)\sum_kf_{kj}t_{ik}^{ab}+\tfrac12\sum_{kl}\langle kl\|ij\rangle t_{kl}^{ab}+\tfrac12\sum_{cd}\langle ab\|cd\rangle t_{ij}^{cd}+P(ij)P(ab)\sum_{kc}\langle kb\|cj\rangle t_{ik}^{ac}, \tag{13}$$

and $E_c=\tfrac14\sum_{ijab}\langle ij\|ab\rangle t_{ij}^{ab}$.

For diagonal occupied and virtual Fock blocks, $f_{pp}=\varepsilon_p$, the second term is $\varepsilon_bt_{ij}^{ab}-\varepsilon_at_{ij}^{ba}=(\varepsilon_a+\varepsilon_b)t_{ij}^{ab}$, and the third is $-(\varepsilon_jt_{ij}^{ab}-\varepsilon_it_{ji}^{ab})=-(\varepsilon_i+\varepsilon_j)t_{ij}^{ab}$. Together they are $D_\mu t_\mu$ with $D_\mu=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. The Jacobi iteration is

$$\mathbf t^{(n+1)}=\mathbf t^{(n)}-\mathbf D^{-1}\big(\mathbf b+\mathbf{At}^{(n)}\big). \tag{14}$$

From $\mathbf t^{(0)}=0$ it gives $t^{(1)}_\mu=-b_\mu/D_\mu$ and the energy $-\sum_\mu b_\mu^2/D_\mu$, which for canonical Hartree–Fock orbitals is the MP2 energy.

Equations (5), (7) and (13) were tested on two interacting H$_2$ molecules in the 6-31G basis, with nuclei at $(0,0,0)$, $(0,0,1.4)$, $(4.0,0.3,0.2)$ and $(4.4,1.1,1.5)$ bohr. $H$ was built as a matrix over all 784 determinants with $M_S=0$, which contain 174 doubles, and $e^{-T}He^T\Phi_0$ was formed from the power series for random amplitudes. The part of its doubles projection that is odd in $\mathbf t$ equals $\mathbf{At}$, the even part equals $\mathbf b+\mathbf Q$, and (13) equals $\mathbf b+\mathbf{At}$, each asserted to $10^{-10}\ E_h$. The printed deviations are below $10^{-15}\ E_h$. The same holds for randomly rotated orbitals with $\max|f_{ia}|=0.27\ E_h$, which tests the independence from Brillouin's theorem. The first Jacobi step reproduces an independent MP2 energy, $-0.03626681\ E_h$. The program and its output follow this appendix.

The LCCD equations have been derived from CCD as $\mathbf{At}=-\mathbf b$ and written in orbital form. Their identity with CEPA(0), the energy functional, the condition for a divergence and the H$_2$ example remain.

Numerical values quoted here were computed with a short program.
